# Third-order s-d exchange scattering and the Kondo logarithm in dilute alloys

## Result and conventions

A fraction $c$ of the atoms of a metal is replaced by independent magnetic impurities of spin $S$. Well above the Kondo temperature $T_K$, and to third order in the couplings, their resistivity is

$$R(T)=R_V+R_J\left[1+2J\rho_0L(T)\right],\qquad L(T)=\ln\frac{e^{1+\gamma}D}{2\pi kT},\tag{1}$$

$$R_J=\frac{m}{ne^2}\,\frac{2\pi c\rho_0}{\hbar}\,A,\qquad A=\frac{J^2S(S+1)}{4}.$$

$R_V$ follows from $R_J$ on replacing $A$ by $V^2$, and $\gamma$ is Euler's constant. Since $dR/d\ln T=-2J\rho_0R_J$, the resistivity rises on cooling for antiferromagnetic exchange, $J>0$, and falls for $J<0$.

The coupling at one impurity is

$$H'=\frac1N\sum_{kk'}c^\dagger_{k'\alpha}\left[V\delta_{\alpha\beta}+J\,\mathbf S\cdot\mathbf s_{\alpha\beta}\right]c_{k\beta},\qquad \mathbf s=\boldsymbol\sigma/2,$$

with $N$ atoms and repeated spin indices summed. Energies $\varepsilon$ are measured from the Fermi level. The band that enters virtual processes is flat, with $\rho_0$ states per energy, atom and spin for $|\varepsilon|<D$. There is no magnetic field, and $kT\ll D$. I write $\theta=kT$, and $f$ is the Fermi function.

## From scattering rate to resistivity

Both derivations use the same transport step. Let $W(\varepsilon)$ be the squared amplitude for $k\to k'$, without its factor $1/N^2$, averaged over initial and summed over final spins. There are $cN$ impurities and $N\rho_0$ final states per energy and spin, so the golden rule gives

$$\frac1{\tau(\varepsilon)}=\frac{2\pi c\rho_0}{\hbar}W(\varepsilon).$$

Pauli blocking of the final state cancels, because scattering is elastic: $f_k(1-f_{k'})-f_{k'}(1-f_k)=f_k-f_{k'}$. An electric field adds to $f$ a part odd in direction. The amplitude is isotropic, so scattering back into $k$ involves the sum of this part over directions, which is zero. For the same reason the field does not alter, at linear order, the occupations inside the virtual processes. Hence $\tau$ is the transport time.

For free-electron transport the conductivity is $\sigma=e^2\int d\varepsilon\,(-f')\,\mathcal N v^2\tau/3$. At the Fermi energy $E_F$, $\mathcal N=3n/2E_F$ and $v^2=2E_F/m$, so $\mathcal Nv^2/3=n/m$ and $\sigma=(ne^2/m)\langle\tau\rangle$, where $\langle\cdot\rangle$ is the average with weight $-f'$. If $1/\tau=(1+\eta)/\tau_0$ with small $\eta(\varepsilon)$, then $\langle\tau\rangle=\tau_0(1-\langle\eta\rangle)$ to first order. To the order kept, therefore, $R=(m/ne^2)\langle1/\tau\rangle$.

## First derivation: intermediate states and energies

**Amplitude.** The first-order amplitude is $T_1=V+J\,\mathbf S\cdot\mathbf s$. In second order the electron can reach $k'$ in two ways.

1. It goes $k\to q\to k'$. State $q$ must be empty, and the energy denominator is $\varepsilon-\varepsilon_q$.
2. An electron already in $q$ goes to $k'$, and then $k$ fills $q$. State $q$ must be filled, and the denominator is $\varepsilon_q-\varepsilon_{k'}=-(\varepsilon-\varepsilon_q)$.

The second process has the operator order $c_q^\dagger c_kc^\dagger_{k'}c_q=n_qc_kc^\dagger_{k'}=-n_qc^\dagger_{k'}c_k$. This minus sign cancels that of the denominator. The impurity operators stand in time order in both processes, but the electron matrices do not: in the second process the earlier event produces the outgoing electron. The exchange part is thus

$$J^2\,\frac1N\sum_q\frac{S^aS^b\left[s^as^b(1-f_q)+s^bs^af_q\right]}{\varepsilon-\varepsilon_q}.$$

**Spin algebra.** The operator $\mathbf S\cdot\mathbf s$ has eigenvalues $S/2$ and $-(S+1)/2$. Their sum is $-1/2$ and their product $-S(S+1)/4$, so

$$(\mathbf S\cdot\mathbf s)^2=\frac{S(S+1)}4-\frac12\mathbf S\cdot\mathbf s .$$

From $s^as^b+s^bs^a=\delta_{ab}/2$, the reversed order gives

$$S^aS^bs^bs^a=\frac{S(S+1)}2-(\mathbf S\cdot\mathbf s)^2=\frac{S(S+1)}4+\frac12\mathbf S\cdot\mathbf s .$$

In the spin-independent part the occupations add to $(1-f_q)+f_q=1$. In the part with $\mathbf S\cdot\mathbf s$ they give $-\tfrac12(1-f_q)+\tfrac12f_q=f_q-\tfrac12$. Terms containing $V$ have a unit matrix in place of one spin factor, so their order does not matter and $f_q$ cancels. Altogether,

$$T_2=(V^2+A)G+\left(2VJG+J^2g\right)\mathbf S\cdot\mathbf s,$$

$$G=\frac1N\sum_q\frac{P}{\varepsilon-\varepsilon_q},\qquad g=\frac1N\sum_q P\,\frac{f_q-\frac12}{\varepsilon-\varepsilon_q}.$$

Here $P$ is the principal value. The on-shell parts of the sums have imaginary coefficients. They drop out of the third-order interference, because $T_1$ is Hermitian with real coefficients.

**Rate.** The spin averages are $\langle\mathbf S\cdot\mathbf s\rangle=0$ and $\langle(\mathbf S\cdot\mathbf s)^2\rangle=S(S+1)/4$. The second-order rate is $W_2=V^2+A$, and the interference $2\,\mathrm{Re}\langle T_1T_2\rangle$ is

$$W_3=2\left[V(V^2+A)G+A(2VG+Jg)\right]=2\left[(V^3+3AV)G+AJg\right].\tag{2}$$

The interference is linear in the occupation of each intermediate state, which is why averaging over a thermal ensemble replaces each occupation by $f_q$.

Equation (2) was tested against a direct sum over many-electron states. Two intermediate levels at $-0.6$ and $0.9$ eV had mean occupations 0.8 and 0.3, with $\varepsilon=0.13$ eV, $V=0.2$ eV and $S=5/2$. Without the factor $1/N$, $G=0.0712$ and $g=0.6707$ eV$^{-1}$. For $J=0.3$ eV both routes give $W_3=0.09718$ eV², and for $J=-0.3$ eV both give $-0.06128$ eV².

In the flat band $G=\rho_0\ln|(D+\varepsilon)/(D-\varepsilon)|$. This is odd in $\varepsilon$ and vanishes in the thermal average. Potential scattering alone gives no logarithm at this order.

**Energy integral.** For $\theta\ll|\varepsilon|\ll D$ the Fermi function is a step. Filled states contribute $\frac12\ln(D/|\varepsilon|)$, and empty states the same: their numerator is $-\frac12$, and $P\!\int_0^D d\varepsilon'/(\varepsilon-\varepsilon')\approx-\ln(D/|\varepsilon|)$ for either sign of $\varepsilon$. So $g=\rho_0\ln(D/|\varepsilon|)$.

For any $x=\varepsilon/\theta$, use the pole expansion

$$f-\tfrac12=-\tfrac12\tanh\frac{x'}2=-\sum_{n\ge0}\frac{2x'}{x'^2+\omega_n^2},\qquad\omega_n=(2n+1)\pi,$$

and the integral

$$P\!\int_{-\infty}^{\infty}\frac{x'\,dx'}{(x'^2+\omega^2)(x'-x)}=\frac{\pi\omega}{x^2+\omega^2}.$$

Each pole contributes

$$\frac{2\pi\omega_n}{x^2+\omega_n^2}=\mathrm{Re}\,\frac1{n+\frac12+ix/2\pi}.$$

The sum diverges logarithmically because the band edge was removed, but differences between two values of $x$ converge. Since $\psi(z)=\lim_{M\to\infty}\left[\ln M-\sum_{n<M}1/(n+z)\right]$ is the digamma function, $g/\rho_0=C-\mathrm{Re}\,\psi(\tfrac12+ix/2\pi)$. At large $|x|$, $\mathrm{Re}\,\psi\to\ln(|x|/2\pi)$, and matching to $\ln(D/|\varepsilon|)$ fixes $C$:

$$\frac{g(\varepsilon)}{\rho_0}=\ln\frac{D}{2\pi\theta}-\mathrm{Re}\,\psi\!\left(\frac12+\frac{i\varepsilon}{2\pi\theta}\right).\tag{3}$$

Temperature thus replaces $|\varepsilon|$ as the lower cutoff once $|\varepsilon|\lesssim\theta$.

**Thermal average.** Average $1/(n+\frac12+ix/2\pi)$ with weight $-df/dx$ by closing the contour in the lower half-plane, where this fraction has no pole. The weight has double poles $-1/(x-x_m)^2$ at $x_m=-i\pi(2m+1)$, where $\frac12+ix_m/2\pi=m+1$. Each residue is minus the derivative of the fraction, $(i/2\pi)/(n+m+1)^2$. The clockwise factor $-2\pi i$ then gives $\sum_{m\ge0}(n+m+1)^{-2}$. Summing over $n<M$, an integer $j=n+m+1$ occurs $\min(j,M)$ times:

$$\sum_{j\le M}\frac1j+M\sum_{j>M}\frac1{j^2}\;\to\;\ln M+\gamma+1 .$$

Therefore $\langle\psi\rangle=-1-\gamma$ and $\langle g\rangle=\rho_0\left[\ln(D/2\pi\theta)+1+\gamma\right]=\rho_0L$. With (2), $\langle W\rangle=V^2+A(1+2J\rho_0L)$, which is equation (1).

## Second derivation: two encounters separated in time

Set $\hbar=1$. Let the impurity meet the electrons at time $0$ and again at time $t>0$. The second-order amplitude is $-i\int_0^\infty dt$ of the product $J^2S^aS^b\,s^a(t)s^b(0)$, where $s^a(t)=\psi^\dagger(t)s^a\psi(t)$ is the electron spin at the impurity site. For free electrons, Wick's theorem leaves two terms with one incoming and one outgoing electron of energy $\varepsilon$:

$$\rho_0\int d\varepsilon'\left[s^as^b(1-f)\,e^{i(\varepsilon-\varepsilon')t}-s^bs^af\,e^{-i(\varepsilon-\varepsilon')t}\right].$$

The minus sign comes from restoring the order of the two uncontracted field operators.

From $s^as^b=\delta_{ab}/4+\frac i2\epsilon_{abc}s^c$ and $\mathbf S\times\mathbf S=i\mathbf S$, the part of $S^aS^bs^as^b$ linear in $\mathbf s$ is $\frac i2(\mathbf S\times\mathbf S)\cdot\mathbf s=-\frac12\mathbf S\cdot\mathbf s$. In reversed order it is $+\frac12\mathbf S\cdot\mathbf s$. If the components of $\mathbf S$ commuted, both would vanish: the logarithm needs a quantum spin that remembers the order of the two encounters.

The real part of the coefficient of $\mathbf S\cdot\mathbf s$ is then

$$-\frac{J^2\rho_0}2\int_0^\infty\!dt\int_{-D}^{D}\!d\varepsilon'\,(1-2f)\sin(\varepsilon-\varepsilon')t .$$

Here $1-2f=\tanh(\varepsilon'/2\theta)$ is odd, so only $-\cos\varepsilon t\,\sin\varepsilon't$ survives from the sine. The coefficient becomes $J^2g$ with

$$g(\varepsilon)=\rho_0\int_0^\infty dt\,\cos(\varepsilon t)\,M(t),\qquad M(t)=\int_0^Dd\varepsilon'\tanh\frac{\varepsilon'}{2\theta}\sin\varepsilon't .$$

To evaluate $M$, write $\tanh=1+(\tanh-1)$. The first part gives $(1-\cos Dt)/t$. In the second, the upper limit may go to infinity with an error of order $e^{-D/\theta}$, and $\tanh(\varepsilon'/2\theta)-1=2\sum_{j\ge1}(-1)^je^{-j\varepsilon'/\theta}$. Integrating term by term,

$$\frac1t+2\sum_{j\ge1}\frac{(-1)^jt}{t^2+j^2/\theta^2}=\frac{\pi\theta}{\sinh\pi\theta t},\qquad M(t)=\frac{\pi\theta}{\sinh\pi\theta t}-\frac{\cos Dt}{t}.$$

Apart from the fast oscillation $\cos(Dt)/t$ left by the sharp band edge, the memory decays as $1/t$ for $1/D\ll t\ll1/\pi\theta$, and exponentially later. Equal ratios of time contribute equally, and this is the origin of the logarithm.

The thermal average of $\cos\varepsilon t$ follows from $-f'=\frac12\,d\tanh(\varepsilon/2\theta)/d\varepsilon$ by parts:

$$\langle\cos\varepsilon t\rangle=1+t\int_0^\infty\!\left(\tanh\frac{\varepsilon}{2\theta}-1\right)\sin\varepsilon t\,d\varepsilon=\frac{\pi\theta t}{\sinh\pi\theta t}.$$

Start the time integral at a small $\delta$. With $x=\pi\theta t$, the first term of $M$ gives

$$\int_{\pi\theta\delta}^\infty\frac{x\,dx}{\sinh^2x}=\Big[-x\coth x+\ln\sinh x\Big]_{\pi\theta\delta}^\infty=-\ln2+1-\ln(\pi\theta\delta).$$

In the second term, $x/\sinh x$ may be set to 1 up to corrections of order $(\theta/D)^2$, and $-\int_\delta^\infty\cos(Dt)\,dt/t=\gamma+\ln(D\delta)$. The cutoff $\delta$ cancels in the sum:

$$\frac{\langle g\rangle}{\rho_0}=1+\gamma+\ln\frac D{2\pi\theta}=L .$$

Interference with $J\,\mathbf S\cdot\mathbf s$ adds $2AJ\rho_0L$ to the rate, and equation (1) follows again.

## What each derivation assumes

Both take free electrons, weak coupling, a degenerate impurity spin and a band symmetric about the Fermi level. The first uses stationary states and needs the occupations one at a time. It yields the energy-resolved $g$ in the closed form (3) before any average. The second needs Wick's theorem, hence a noninteracting thermal electron gas, and an impurity spin that does not precess between the encounters. Its integral shows that times up to about $\hbar/(\pi kT)$ matter, so a Zeeman splitting must be small compared with $kT$.

The sharp band edge enters the first derivation through the matching constant and the second through $\cos(Dt)/t$. For another symmetric band, with density $\rho(\varepsilon)$ equal to $\rho_0$ over a range much wider than $kT$, $g$ near the Fermi level changes by $\int_0^\infty(\rho-\rho_0^{\rm flat})\,d\varepsilon/\varepsilon$, where $\rho_0^{\rm flat}$ is the flat band. This is independent of temperature. The constant in $L$ is therefore model-dependent, while the slope $-2J\rho_0R_J$ depends on the density near the Fermi level.

Neither derivation controls higher orders. To estimate them, remove thin shells of width $\delta D$ at both band edges. In the empty upper shell $(f-\frac12)/(\varepsilon-\varepsilon')=(-\frac12)/(-D)$, and in the filled lower shell it is $\frac12/D$. Together they change $J$ by $\rho_0J^2\,\delta D/D$. With $l$ the logarithm of the bandwidth reduction,

$$\frac{dJ}{dl}=\rho_0J^2,\qquad J(l)=\frac{J}{1-J\rho_0l}.$$

Stopping at $l=L$ replaces $1+2X$, with $X=J\rho_0L$, by $(1-X)^{-2}=1+2X+3X^2+\dots$. For $J>0$ the expansion fails at $kT_K\sim De^{-1/J\rho_0}$. Equation (1) is quantitative only if $X\ll1$, a stronger demand than $T>T_K$, and if potential scattering is weak as well, $\pi\rho_0|V|\ll1$.

## Example: 100 ppm of spin-5/2 impurities in copper

Treat fcc-Cu as a free-electron metal with one conduction electron per atom and a rough lattice constant of 0.361 nm. Then $E_F=7.05$ eV, $\rho_0=3/(4E_F)=0.1064$ eV$^{-1}$ and $D=1/(2\rho_0)=4.70$ eV. Round model values are $J=0.2$ eV and $V=1$ eV, so $J\rho_0=0.0213$ and $A=0.04\times8.75/4=0.0875$ eV². The formulas give $R_V=4.238$ nΩ cm and $R_J=0.0875\,R_V=0.371$ nΩ cm. At 10 K, $L=8.344$ and

$$R=4.238+0.371\,(1+2\times0.0213\times8.344)=4.74\ \text{nΩ cm}.$$

Each decade of cooling adds $2J\rho_0R_J\ln10=0.036$ nΩ cm.

Phonons add $aT^5$ at low temperature, if the two resistivities are additive. A Bloch–Grüneisen law with rough inputs, a Debye temperature of 340 K and 1.7 µΩ cm at 295 K, gives $a=2.31\times10^{-7}$ nΩ cm/K⁵. Setting $-2J\rho_0R_J/T+5aT^4=0$,

$$T_{\min}=\left(\frac{2J\rho_0R_J}{5a}\right)^{1/5}=\left(\frac{0.01578}{1.154\times10^{-6}}\right)^{1/5}\text{K}=6.7\ \text{K}.$$

As $R_J\propto c$, $T_{\min}\propto c^{1/5}$: at 1000 ppm, with all else fixed, it is 10.6 K. From the minimum down to 2 K the 100 ppm resistivity rises by 0.016 nΩ cm, or 0.34% of its value at the minimum.

At 10 K, $X=0.18$. The exchange factor is 1.36 in third order and 1.48 with leading logarithms, but the slope is 1.8 times larger in the latter. The ratio grows slowly on cooling, so $T_{\min}$ would rise by about 13%. Repeated potential scattering replaces $V$ by $V/(1+i\pi\rho_0V)$. A small exchange term added to $V$ is multiplied by the derivative of this expression, so the squared potential and exchange amplitudes acquire factors 0.90 and 0.81. The output labels the second number "J^2 term", but it is not the factor of the whole $J^2$ rate: spin-independent terms of order $J^2$ also interfere with the potential amplitude and lower that rate further. Repeated potential scattering weakens the logarithmic term too. Equation (1) leaves this out, so the slope and $T_{\min}$ above are values of the third-order model, not predictions for strong potential scattering.

Real Mn in Cu has a Kondo temperature of very roughly 10 mK, while the chosen $J$ gives about $10^{-16}$ K, far below that. Matching 10 mK in this model needs $J\approx0.61$ eV. Then $X\approx0.54$ at 10 K, and third order is only qualitative. The model's 0.47 µΩ cm per atomic percent is also several times below the rough real value of a few µΩ cm, and the model omits the d-wave, five-channel scattering of Mn. It also treats the impurities as independent. Their coupling through the conduction electrons scales as $J^2c$: at the mean distance it is about 7 mK for the values above, but about 0.7 K for $J\approx0.61$ eV at 1000 ppm. Real Cu–Mn at such concentrations freezes into a spin glass at roughly a kelvin, which ends the logarithmic rise in a resistance maximum. In interconnects the assumption of bulk metal fails: the impurity mean free path at 10 K is 14 µm. In a round wire 50 nm thick with a fully diffuse surface, the diameter replaces the mean free path, so the resistivity is roughly $4.74\times14000/50\approx1300$ nΩ cm, against which the logarithm, though of similar absolute size, is a relative change below $10^{-4}$ per decade instead of about $8\times10^{-3}$. At 350 K phonons give about 2060 nΩ cm in this model, against 0.45 nΩ cm from exchange. The numerical output lists the remaining values.

## Numbers as computed

```
Fock test S=2.5, J=0.3 eV: W3 = 0.09717688, formula 0.09717688 eV^2
Fock test S=2.5, J=-0.3 eV: W3 = -0.06127580, formula -0.06127580 eV^2
Fock test S=0.5, J=0.7 eV: W3 = 0.09525285, formula 0.09525285 eV^2
mean ln|x-y|: quadrature 0.260661, closed form 0.260661
factor exp(1+gamma)/(2 pi) = 0.7705
inputs: a = 0.361 nm, S = 2.5, J = 0.2 eV, V = 1.0 eV
impurity fraction = 100 ppm
phonon inputs: Debye 340 K, 1.7 uOhm cm at 295 K
electron density = 8.5023e+22 cm^-3
Fermi energy = 7.051 eV, half-width D = 4.700 eV
rho0 = 0.10637 per eV, atom and spin; J*rho0 = 0.02127
A = J^2 S(S+1)/4 = 0.0875 eV^2
m/(n e^2) = 4.1738e-11 nOhm cm s
R_V = 4.2381 nOhm cm, R_J = 0.3708 nOhm cm
-dR/dlnT = 0.01578 nOhm cm; from transport 0.01578
rise per decade of cooling = 0.03633 nOhm cm
T =    2 K: L = 9.953, R transport = 4.76602, formula = 4.76603 nOhm cm
T =    5 K: L = 9.037, R transport = 4.75156, formula = 4.75157 nOhm cm
T =   10 K: L = 8.344, R transport = 4.74063, formula = 4.74064 nOhm cm
T =   20 K: L = 7.650, R transport = 4.72969, formula = 4.72970 nOhm cm
T =   50 K: L = 6.734, R transport = 4.71523, formula = 4.71524 nOhm cm
phonon coefficient a = 2.3086e-07 nOhm cm/K^5
T_min at 100 ppm: numerical 6.717 K, formula 6.717 K
T_min at 1000 ppm: numerical 10.645 K, formula 10.645 K
total R at minimum (100 ppm) = 4.75006 nOhm cm
rise from minimum to 2 K = 0.01597 nOhm cm = 0.336 percent
J*rho0*L at 10 K = 0.1775
exchange factor at 10 K: third order 1.3550, leading logs 1.4782
leading-log slope / third-order slope at 10 K = 1.797
Kondo temperature estimate = 2.10e-16 K
J needed for T_K = 10 mK: 0.606 eV; then J*rho0*L(10 K) = 0.538
pi*rho0*V = 0.3342; all orders in V: V^2 term x 0.900, J^2 term x 0.809
mean impurity distance (sphere radius) = 3.039 nm
impurity pair coupling / k = 7.20 mK
mean free path at 10 K, impurities only = 13.87 um
at 350 K: phonons 2059.6 nOhm cm, exchange part 0.4464 nOhm cm
```
